# Temperature and mass bias in cold Drude-oscillator dynamics

## What the symmetries fix

A polarizable ion of total mass $M$ carries a shell of charge $q$ and mass $m$, displaced by $d$ from the ion's core. For core configuration $u$, minimizing the energy $U(u,d)$ over $d$ gives $d_*(u)$. The extended-Lagrangian error is $\delta=d-d_*(u)$. The cores are thermostatted at $T$ and the shells at a lower temperature $T_D$.

Three facts restrict the error near the minimum, where $K=\partial^2U/\partial d^2$.

- With clamped cores, the momentum integral factors out of the Boltzmann distribution. Mass cannot enter, and the available squared length is $k_BT_D/K$.
- If $T_D=T$, the same factorization holds with moving cores. A mass-dependent static error must vanish there.
- For linear Langevin equations, covariances are linear in the bath temperatures. The first mass correction is therefore proportional to $m(T-T_D)$.

Thus the mass-dependent part of $\langle d_*\delta\rangle$ has the form $k_B(T-T_D)/K$ times a mass ratio. The derivation below gives the coefficient. With $\beta=dd_*/du$ and core reduced mass $\mu$,

$$\langle\delta^2\rangle\simeq\frac{k_BT_D}{K},\qquad
\langle d_*\delta\rangle\simeq\frac{m k_B(T-T_D)}{K}\left(\frac{\langle\beta\rangle}{M}+\frac{\langle\beta^2\rangle}{\mu}\right). \tag{1}$$

These are leading results for nearly harmonic shells, slowly varying $K$, and a shell frequency $\omega_D=\sqrt{K/m}$ far above the core frequencies and friction rates. A cubic term $g=U_{ddd}$ adds to $\langle d_*\delta\rangle$ a mass-independent piece $-k_BT_D\langle d_*g/(2K^2)\rangle$, which follows from equation (4). It does not vanish at $T_D=T$, and in the example below it is negligible beside the mass term only for $T_D\ll T$. The mean-square dipole follows from the identity

$$q^2\langle d^2\rangle=q^2\left(\langle d_*^2\rangle+2\langle d_*\delta\rangle+\langle\delta^2\rangle\right). \tag{2}$$

The first term is the minimized dipole at the cores actually visited. A change in the core distribution is a separate bias.

## Coordinates and scheme

Take one cation and one polarizable anion moving along a line. Let $u$ be the anion core coordinate minus the cation coordinate. The mass $m$ is taken out of the anion, so its core has mass $M-m$. The anion's centre of mass is $X=x_c+(m/M)d$, hence

$$\dot x_c=\dot X-\frac mM\dot d,\qquad \dot x_c+\dot d=\dot X+\left(1-\frac mM\right)\dot d.$$

In the kinetic energy the coefficient of $\dot X\dot d$ is $-(M-m)m/M+m(1-m/M)=0$. The coefficient of $\dot d^2/2$ is

$$\frac{(M-m)m^2+m(M-m)^2}{M^2}=m\left(1-\frac mM\right)\equiv m_r.$$

Now let $Q=X-x_{\rm cation}=u+(m/M)d$. Both ions' centres have the same friction rate $\Gamma$, so the pair's total centre of mass separates, leaving $\mu\dot Q^2/2+m_r\dot d^2/2$. Since $u=Q-(m/M)d$, the chain rule gives

$$\mu\ddot Q=-U_u-\mu\Gamma\dot Q+\xi_T,$$
$$m_r\ddot d=-U_d+\frac mM U_u-m_r\gamma\dot d+\xi_{T_D}. \tag{3}$$

Subscripts on $U$ are partial derivatives in $(u,d)$. The white noises have strengths $2\mu\Gamma k_BT$ and $2m_r\gamma k_BT_D$. One step of length $h$ is:

```
given Q, d, vQ, vd and current U_u, U_d
vQ -= (h/2) * U_u / mu
vd -= (h/2) * (U_d - (m/M)*U_u) / mr
Q  += (h/2)*vQ;  d += (h/2)*vd
vQ = exp(-Gamma*h)*vQ
     + sqrt((1-exp(-2*Gamma*h))*kB*T/mu)*normal()
vd = exp(-gamma*h)*vd
     + sqrt((1-exp(-2*gamma*h))*kB*TD/mr)*normal()
Q  += (h/2)*vQ;  d += (h/2)*vd
u = Q - (m/M)*d;  evaluate U_u, U_d
repeat the two half-step velocity updates
when sampling: minimize U(u, d_star) at this u
               store d_star^2, d_star*delta, delta^2
```

Minimization serves here as a measurement and does not alter the trajectory. Both dipoles must be compared at the same $u$; holding $Q$ fixed would move the core when the shell is relaxed.

## Temperature bias with clamped cores

At fixed $u$, expand $U=U_{\min}+K\delta^2/2+g\delta^3/6$, with $g=U_{ddd}$. The quadratic part gives $\langle\delta^2\rangle=k_BT_D/K$ and $\langle\delta^4\rangle=3(k_BT_D/K)^2$. Expanding the Boltzmann factor once in the cubic term gives

$$\langle\delta\rangle=-\frac{g\langle\delta^4\rangle}{6k_BT_D}
=-\frac{gk_BT_D}{2K^2}. \tag{4}$$

A quadratic shell therefore has an unbiased mean dipole, although its square is too large. For many shells with positive-definite curvature matrix $\mathbf K$, the same Gaussian integral gives $\langle\boldsymbol\delta\boldsymbol\delta^T\rangle=k_BT_D\mathbf K^{-1}$. The softest collective polarization mode has the largest noise. The expansion fails as its curvature approaches zero, the polarization catastrophe.

At $T_D=T$ the core distribution can also be found. Integrating the quadratic shell out gives a factor $\sqrt{2\pi k_BT/K(u)}$, so

$$P(u)\propto K(u)^{-1/2}e^{-U_{\min}(u)/k_BT}.$$

Minimized dynamics lacks the factor $K^{-1/2}$. Equal temperatures remove the mass dependence but leave this structural bias, the cubic shift (4) and the full thermal dipole noise.

## Mass bias with moving cores

Near the minimum $U_d\simeq K\delta$; the dropped term $g\delta^2/2$ produces the mass-independent shift (4), which equations (5) to (8) omit. Substituting the slow motion $d_*$ into the inertial and friction terms of equation (3) gives, to first order in $m$ and without the shell noise,

$$K\delta\simeq\frac mM U_u-m(\ddot d_*+\gamma\dot d_*). \tag{5}$$

The first term is inertial. The force on the anion is $-U_u$, so this term equals $-m$ times the acceleration that this force gives the ion. The thermostat on the ion's centre accelerates core and shell alike and does not enter this term. It does act through $\ddot d_*$ when $\beta\ne0$, which produces the heat leak treated below. A shell attached to an accelerating ion is displaced even when $d_*=0$.

In an undamped harmonic mode of frequency $\omega$, $U_u\simeq\mu\omega^2u$ and $\ddot d_*=-\omega^2\beta u$. Therefore

$$\frac{\delta}{d_*}=\frac{m\omega^2}{K}\left(1+\frac{\mu}{M\beta}\right). \tag{6}$$

The squared frequency ratio $m\omega^2/K=(\omega/\omega_D)^2$ alone is too small an estimate when $\beta$ is positive and small.

For the thermal average, let $f(u)$ be any smooth function. Stationarity of $\langle f\dot d\rangle$ gives $\langle f\ddot d\rangle=-\langle f'\dot u\dot d\rangle$. Multiplying the shell equation by $f$ and averaging then gives

$$\langle fK\delta\rangle=m_r\langle f'\dot u\dot d\rangle+\frac mM\langle fU_u\rangle-m_r\gamma\langle f\dot d\rangle. \tag{7}$$

The noise is uncorrelated with $f$ at the same time. The three terms on the right are found as follows.

1. Integration by parts with weight $e^{-U_{\min}/k_BT}$ gives $\langle fU_u\rangle=k_BT\langle f'\rangle$ at leading order.
2. The slow velocities obey $\dot d=\beta\dot u$ and $\langle\dot u^2\rangle=k_BT/\mu$. They contribute $mk_BT\langle f'\beta\rangle/\mu$ to the first term.
3. Fast shell motion makes the core recoil. Differentiating $K(d-d_*)^2/2$ with respect to $u$ gives the contribution $-K\beta\delta$ to $U_u$. Hence $\mu\ddot Q_f=K\beta\delta_f$, while $m_r\ddot d_f\simeq-K\delta_f$, and $Q_f=-(m_r\beta/\mu)d_f$. With $u=Q-(m/M)d$, to first order in $m$,
$$\dot u_f=-m\left(\frac1M+\frac\beta\mu\right)\dot d_f.$$
Since $m_r\langle\dot d_f^2\rangle\simeq k_BT_D$, this contributes $-mk_BT_D\langle f'(1/M+\beta/\mu)\rangle$.
4. In the friction term, slow motion gives $\langle f\beta\dot u\rangle=0$. The remaining correlation is already of order $m$, so the term is of order $m^2$.

Adding the pieces,

$$\langle fK\delta\rangle=mk_B(T-T_D)\left\langle f'\left(\frac1M+\frac\beta\mu\right)\right\rangle. \tag{8}$$

Choosing $f=d_*/K$ gives the required correlation. If $K$ varies slowly, $f'\simeq\beta/K$ and equation (1) follows. Choosing $f=1$ gives $\langle K\delta\rangle=0$: for constant $K$, mass leaves the mean dipole unbiased at this order while changing its square.

The sign of the mass bias depends on $\beta$. For constant $\beta$ between $-\mu/M$ and zero, $\beta/M+\beta^2/\mu$ is negative and can offset the positive thermal noise. A correct total $\langle d^2\rangle$ is then no proof of correct individual dipoles.

## Heat leaks

In coordinates $(\sqrt\mu Q,\sqrt{m_r}d)$, the slow mode is tilted toward the shell by a small angle with $\theta^2\simeq m\beta^2/\mu$. For weak friction, each mode's temperature is the average of the bath temperatures weighted by its damping from each bath. For the slow mode,

$$T_s=\frac{\Gamma T\cos^2\theta+\gamma T_D\sin^2\theta}{\Gamma\cos^2\theta+\gamma\sin^2\theta}
\simeq T-\frac\gamma\Gamma\theta^2(T-T_D).$$

Exchanging the weights gives $T_f\simeq T_D+(\Gamma/\gamma)\theta^2(T-T_D)$ for the fast mode. Raising $\gamma$ at first protects the shell, but it cools the cores more strongly. The protection has a limit, because the friction part of the shell's tracking error, derived from equation (5), grows as $\gamma^2$. In the harmonic example below, with $m=0.4$ u and $T_D=0$, the shell error starts to rise again above roughly 130 ps$^{-1}$.

The shell thermostat must act on the relative velocity $\dot d$. If it damped the absolute shell velocity, then in the frame of the pair's centre of mass the slow shell velocity would be $(\mu/M+\beta)\dot u$ instead of $\beta\dot u$. The leading core cooling would grow by $[(\mu/M+\beta)/\beta]^2$.

## A rock-salt example

The example is the transverse, uniform motion of NaCl in a periodic cell of one formula unit, restricted to one cube axis. The thermal amplitudes and percentages below belong to this one-dimensional model. The chloride ion carries the shell. Hartree atomic units are used in the formulas, with unit ionic charges. The cell dipole is $p=-u+qd$. A transverse mode has no macroscopic field in the quasistatic limit, so the Lorentz field is $Lp$, with $L=4\pi/(3v)$ and cell volume $v=2a^3$. The energy is

$$U=W(u+d)+\tfrac12k_sd^2-\tfrac12L(qd-u)^2.$$

$W$ is an exponential repulsion of range $\rho$ between the shell and its six cations. With $s=u+d$,

$$W(s)=2A\cosh\frac s\rho+4A\exp\frac{a-\sqrt{a^2+s^2}}{\rho}.$$

Per ion pair, the lattice energy is $-\alpha_M/a+6Be^{-a/\rho}$. Zero derivative with respect to $a$ fixes $A=Be^{-a/\rho}=\alpha_M\rho/(6a^2)$. The computed Madelung constant is $\alpha_M=1.7476$.

Rough typical inputs are $a=0.282$ nm, $\rho=0.032$ nm and a chloride polarizability of 3 Å$^3$. The chosen shell charge is $q=-3$, which gives $k_s=q^2/\alpha=0.4446$. Differentiation gives

$$K=W''+k_s-Lq^2,\qquad \beta=-\frac{W''+Lq}{K}.$$

At $u=0$, $K=0.3462$ and $L=0.01384$, so $W''=0.3462-0.4446+9(0.01384)=0.0262$. Hence $\beta=(0.0415-0.0262)/0.3462=0.044$. Repulsion and local field partly cancel in driving the shell. Away from the centre $W''$ grows, and the thermal mean of $\beta$ falls to 0.034.

At 300 K the rms minimized induced dipole is 1.417 $e$ pm, or 0.506 µC/cm² as polarization. The shell noise at 1 K is 0.480 $e$ pm. Their squared ratio is $(0.480/1.417)^2=0.115$: a shell at 1 K already adds about 11% to the mean-square dipole.

For the mass bias, the ion masses 22.99 u and 35.45 u give $\mu=13.95$ u. With $m=0.4$ u, $\langle\beta\rangle=0.0338$ and $\langle\beta^2\rangle=0.00132$, the shell temperature that would add the same mean square as the mass does at $T_D\ll T$ is

$$T_m=2mT\left(\frac{\langle\beta\rangle}{M}+\frac{\langle\beta^2\rangle}{\mu}\right)
=2(0.4)(300)(0.000954+0.000095)=0.25\ {\rm K}.$$

For positive $T_m$, the noise equals the mass bias at $T_D=T_m$, so further cooling at fixed mass can at most halve their sum. For constant $\beta$ between $-\mu/M$ and zero, $T_m$ is negative and the two terms cancel instead of adding.

Trajectories used $\Gamma=5$ ps$^{-1}$, $\gamma=20$ ps$^{-1}$, $h=0.5$ fs and 1000 replicas per case, with 1.5 ps of equilibration and 4.5 ps of sampling. All biases below are relative to $\langle d_*^2\rangle$.

| Shell mass, set $T_D$ | Mass term, theory / MD | Noise term, theory / MD |
|---|---:|---:|
| 0.4 u, 1 K | 2.8 / 2.8% | 11.4 / 11.3% |
| 1.6 u, 1 K | 11.2 / 11.2% | 11.8 / 11.9% |
| 0.4 u, 0.01 K | 2.8 / 2.8% | 0.17 / 0.17% |

The theory column evaluates equation (8) with $f=d_*/K$ over the minimized core distribution. Its noise term includes the heat leak and the square of the tracking error (5), without the much smaller friction part. In the coldest case, $K\delta^2/k_B$ averages 0.0149 K instead of the set 0.01 K. The leak supplies $(5/20)(0.4)(0.00132)(300)/13.95=0.0028$ K; most of the rest is tracking error, which is not heat.

The temperature-gap law was also tested on the harmonic model by solving the stationary covariance equation without an expansion in $m$. At shell temperatures of 1 and 100 K it agreed with the formula within 4%. At 300 K the mass bias fell to $3.5\times10^{-13}$ of its value at 1 K, which is rounding error. In the anharmonic model the full cross term $2\langle d_*\delta\rangle/\langle d_*^2\rangle$ does not vanish at $T_D=T$: the cubic piece makes it $-2.3$% at 300 K. That piece is $-0.8$% at 100 K, against a mass term of 1.9%, and only $-0.008$% at 1 K.

Mean dipoles are less sensitive. With the core clamped at 10.6 pm, a shell at 300 K shifts the mean from $-1.333$ $e$ pm by $+0.0133$ $e$ pm, a 1.0% reduction in magnitude. Equation (4) gives the same shift to three digits and makes it 300 times smaller at 1 K. The structural effect of equal temperatures is a 0.84% reduction of $\langle u^2\rangle$.

## Harmonic limit and the real crystal

For small core motion, $\langle d_*^2\rangle=\beta^2k_BT/\kappa$, where $\kappa=0.0117$ is the minimized core stiffness. The relative noise becomes

$$\frac{T_D}{T}\frac{\kappa}{K\beta^2}=\frac{1}{300}\frac{0.0117}{0.3462(0.0442)^2}=0.058$$

at 1 K, half the one-cell value. The normal-mode calculation gives a dipole error of 0.96% for 0.4 u, hence a mass bias of about 1.9% in the square. The squared frequency ratio alone would give 0.097% for the dipole, ten times too little.

The difference between these limits matters for real NaCl. A one-cell box forces all cells to move in phase with an rms displacement of 13 pm, which is not the amplitude of the uniform mode in a macroscopic crystal. The model's transverse frequency of 4.5 THz and electronic dielectric constant of 2.1 lie near the rough real values of 5 THz and 2.3. In a longitudinal mode the local field opposes polarization, and the shell-noise variance is 0.48 of the transverse one at the same $T_D$. Quantum motion would raise the harmonic core mean square by 4%. Higher multipoles change the electric displacement energy by 0.7% at the rms displacement, and the neglected sodium polarizability is roughly 5% of chloride's. Motion along the other two cube axes is left out; allowing it in the same one-cell model raises the rms minimized dipole per axis from 1.42 to 1.79 $e$ pm and lowers the 1 K noise term from 11% to 7%. Other wavevectors, anion–anion repulsion and thermal expansion are not sized here either. The reference throughout is the minimized shell model, not an exact electronic ground state.

## Stability, cost and choice of parameters

Without friction, the scheme gives $d_{n+1}-2d_n+d_{n-1}=-(\omega_Dh)^2d_n$ for a harmonic shell. Oscillating solutions $e^{in\phi}$ require $2\cos\phi=2-(\omega_Dh)^2$, hence $\omega_Dh<2$. At 0.4 u the transverse shell frequency is 143 THz, so $\omega_Dh=0.45$ and the limit is 2.2 fs. Longitudinal modes, present in larger cells, are stiffer by $1/0.48$ and lower the limit to about 1.5 fs. The stiffest mode sets the step; the softest sets the noise.

At fixed $\omega_Dh$, the step grows as $\sqrt m$ and the leading mass bias as $m$. Doubling the step by this route quadruples the mass bias, as the first two rows of the table show for the mass change itself, made at fixed step.

Each step needs one evaluation of the forces on cores and shells. If minimization needs $n$ evaluations per step but permits a core step $h_c$, extended dynamics needs fewer evaluations when $h_c/h<n$. This comparison omits the cost of the occasional minimizations used for diagnosis.

The main failure modes have distinct signs:

- **Soft polarization:** $\langle\delta^2\rangle$ grows as the smallest curvature falls. Cooling reduces the noise but cannot cure an unstable energy.
- **Poor frequency separation:** the mass term stops scaling linearly with $m$. Reduce $m$ and $h$ together.
- **Thermostat leakage:** in the harmonic example with $T_D=0$, the core mode is 0.07 K too cold. Damping the absolute shell velocity would raise the leading estimate about a hundredfold, to 6.6 K.
- **Cancellation:** the total square looks correct while its parts do not. Record the three terms of equation (2) separately.

A practical sequence, within the regime of equation (1), is to choose $m$ from the tolerated mass bias, set $T_D$ below the magnitude $|T_m|$ of the equivalent temperature (or from the tolerated noise where $T_m$ is near zero), and then choose $h$ from the stiffest shell mode. Repeating the run at half the mass tests the remaining mass bias; the noise must be checked separately through $\langle\delta^2\rangle$. The full numerical output follows.

## Table of computed values

```
Na-Cl spacing, rough input: 0.282 nm
repulsion range, rough input: 0.032 nm
Cl polarizability, rough input: 3 angstrom^3
Na polarizability, rough neglected value: 0.15 angstrom^3
shell charge, chosen: -3 e
Na mass: 22.99 u
Cl mass: 35.45 u
core temperature: 300 K
core friction: 5 1/ps
shell friction: 20 1/ps
time step: 0.5 fs
trajectory: 1000 replicas/group, 3000 + 9000 steps
Madelung constant: 1.7475646
Lorentz coefficient: 0.013839 a.u.
shell spring k: 0.44455 a.u.
shell curvature K at u=0: 0.34622 a.u.
minimized core stiffness: 0.011707 a.u.
following slope at u=0: 0.044178
mean following slope: 0.033828
mean squared following slope: 0.0013219
electronic dielectric constant: 2.0793
harmonic transverse frequency: 4.4651 THz
shell frequency at 0.4 u: 143.37 THz
rms core displacement: 13.29 pm
rms minimized induced dipole: 1.4168 e pm
rms induced polarization: 0.50612 uC/cm^2
1 K shell dipole noise: 0.48013 e pm
clamped u for mean test: 10.584 pm
clamped minimized dipole: -1.3326 e pm
300 K clamped mean dipole shift: 0.013273 e pm
same shift from formula: 0.013266 e pm
canonical core-square shift: -0.84366 %
normal-mode dipole error at 0.4 u: 0.9599 %
frequency-ratio-only estimate: 0.096989 %
equal-T/cold static mass bias: 3.5e-13
harmonic core cooling, T_D=0: 0.06921 K
harmonic shell excess, T_D=0: 0.0058313 K
case 1: mass 0.4 u, shell set to 1.00 K
  square bias theory: mass 2.811, noise 11.424, sum 14.235 %
  square bias MD: mass 2.803, noise 11.320, sum 14.124 %
  error temperature: theory 1.00476, MD 0.99803 +/- 0.00444 K
case 2: mass 1.6 u, shell set to 1.00 K
  square bias theory: mass 11.246, noise 11.849, sum 23.095 %
  square bias MD: mass 11.179, noise 11.937, sum 23.116 %
  error temperature: theory 1.04218, MD 1.04552 +/- 0.00498 K
case 3: mass 0.4 u, shell set to 0.01 K
  square bias theory: mass 2.821, noise 0.168, sum 2.989 %
  square bias MD: mass 2.815, noise 0.169, sum 2.985 %
  error temperature: theory 0.01477, MD 0.01486 +/- 0.00006 K
0.4 u mass bias as shell temperature: 0.2481 K
quantum/classical harmonic square: 1.0422
neglected multipoles in electric energy: 0.70953 %
Na/Cl polarizability ratio: 5 %
longitudinal/transverse noise square: 0.48094
```
